Random ligand exchange between two hafnium amide precursors

**Problem**

Tetrakis(dimethylamido)hafnium and tetrakis(diethylamido)hafnium are both precursors for hafnium oxide films. Write A for a dimethylamido ligand and B for a diethylamido ligand, so that the two compounds are HfA₄ and HfB₄. A vessel at 350 K is filled with 0.10 mol of each. Ligands can change places between molecules, and k denotes the number of B ligands on a hafnium atom.

(a) Which compositions HfA₄₋ₖBₖ are present once the exchange has run to completion, and in what mole ratio? Verify the answer by enumeration.

(b) How many swaps per molecule are needed to get close to that ratio?

(c) How does the exchange change the vapour pressure and the composition of the delivered vapour? Take pure vapour pressures of 1 Torr for HfA₄ and 0.1 Torr for HfB₄.

Assume that every molecule is a monomer with four ligands, that the liquid is an ideal mixture, that nothing decomposes, and that no arrangement of the ligands is favoured in energy or in entropy other than that of counting. The energy assumption is relaxed at the end.

**First estimate**

Half of all ligands are B. If each of the four sites on a molecule is filled at random, the mean of k is 4 × ½ = 2. One site contributes a variance ½ × ½ = ¼, and variances of independent sites add, so the variance of k is 1. A typical molecule is therefore HfA₂B₂, give or take one ligand.

A Gaussian with this mean and variance, read at integer k, gives

xₖ ≈ (2π)^(−1/2) exp[−(k − 2)²/2],

where xₖ is the mole fraction in the liquid. This is 0.40 for k = 2, 0.24 for k = 1 and 3, and 0.054 for k = 0 and 4. Divided by the outermost value, the estimated ratio is 1 : 4.5 : 7.4 : 4.5 : 1.

For (b), one swap renews one of four sites, so the scale is four swaps per molecule.

For (c), let the typical molecule stand for the whole liquid. If each replacement of A by B lowers the vapour pressure by the same factor, HfA₂B₂ has the geometric mean of the two parent pressures, √(1 × 0.1) = 0.32 Torr.

**Exact solution: the liquid**

A swap and its reverse have equal rates when no arrangement is favoured. A distribution in which all placements of the ligands are equally likely is then unchanged by swapping. Since swaps can lead from any placement to any other, this is the distribution reached at long times.

Let the vessel hold N molecules, half of each parent. There are 4N sites and 2N ligands of type B, hence C(4N, 2N) placements, where C(n, m) is the number of ways to choose m objects from n. To give one marked molecule k ligands B, choose k of its four sites and put the other 2N − k ligands B on the remaining 4N − 4 sites:

xₖ = C(4, k) C(4N − 4, 2N − k) / C(4N, 2N).

For large N, drawing a few ligands leaves the stock practically unchanged. Each site is then A or B with probability ½, independently of the other three, and each ordered word of four letters has probability (½)⁴ = 1/16. The words are

k = 0: AAAA
k = 1: BAAA, ABAA, AABA, AAAB
k = 2: BBAA, BABA, BAAB, ABBA, ABAB, AABB
k = 3: ABBB, BABB, BBAB, BBBA
k = 4: BBBB

They number 1 + 4 + 6 + 4 + 1 = 16, so that

xₖ = C(4, k)/16, or x₀ : x₁ : x₂ : x₃ : x₄ = 1 : 4 : 6 : 4 : 1.

The mole fractions are 0.0625, 0.25, 0.375, 0.25 and 0.0625. With 0.20 mol of hafnium in the vessel, the amounts are 12.5, 50, 75, 50 and 12.5 mmol.

The words label the sites, but a molecule in a liquid can turn. In a tetrahedron any vertex can be rotated into any other, which makes the four words with k = 1 the same molecule, and likewise those with k = 3. For k = 2 the two B ligands mark an edge, and any of the six edges can be rotated into any other. Each composition is thus one stereoisomer, apart from the conformations of the ligands themselves. The tetrahedron has 12 proper rotations, and σ of them leave a given word unchanged, with σ = 12, 3, 2, 3, 12 for k = 0 to 4. The number of distinct words is 12/σ, which returns 1, 4, 6, 4, 1. The weights are therefore the familiar symmetry-number factors of chemical equilibrium, taken for a tetrahedron with structureless ligands. An amido group has at most twofold symmetry about the Hf–N bond, so these σ do not describe a rigid molecule. They describe one whose ligands are averaged over rotation about that bond.

For the reaction HfA₄ + HfB₄ = 2 HfA₂B₂ they give

K = x₂²/(x₀x₄) = 6²/(1 × 1) = 36.

This constant comes from counting alone, with no energy released.

The size of the batch matters when N is small. For k = 2, draw the four ligands one after another. Each of the six words has the probability

(2N)²(2N − 1)² / [4N(4N − 1)(4N − 2)(4N − 3)].

Dividing by 1/16 and cancelling one factor 1 − 1/(2N) gives the ratio of x₂ to its large-batch value:

x₂/(6/16) = [1 − 1/(2N)] / {[1 − 1/(4N)][1 − 3/(4N)]} ≈ 1 + 1/(2N).

The last form holds to first order in 1/N: the numerator contributes −1/(2N) and the denominator +1/N. Two molecules have 70 placements and x₂ = 36/70 = 0.514. Four molecules have 12 870 placements and x₂ = 0.431. The vessel holds 1.2 × 10²³ molecules, for which the relative excess is 4 × 10⁻²⁴.

**Exact solution: the approach**

Suppose that any two molecules are equally likely to meet, and that each then gives the other one ligand picked at random. Let n be the mean number of swaps per molecule. A given site is renewed n/4 times on average. The renewals are independent random events, so the site is still untouched with the Poisson probability

s = exp(−n/4).

A renewed site holds A or B with probability ½ each, because swapping does not change the total stock of ligands. In a molecule that began as HfA₄, a site therefore holds A with probability s + (1 − s)/2 = (1 + s)/2, and B with probability (1 − s)/2. For a molecule that began as HfB₄ the two are interchanged. Half of the molecules began each way, so

x₀ = x₄ = ½{[(1 + s)/2]⁴ + [(1 − s)/2]⁴}.

In the sum (1 + s)⁴ + (1 − s)⁴ the odd powers cancel and 2 + 12s² + 2s⁴ remains. Division by 2 × 16 gives

x₀ = x₄ = (1 + 6s² + s⁴)/16.

For k = 2 both kinds of molecule contribute equally:

x₂ = 6[(1 + s)/2]²[(1 − s)/2]² = (3/8)(1 − s²)².

At n = 0, s = 1 and these give x₀ = ½ and x₂ = 0, the unmixed start. At n = 4, s = 0.368, x₀ = 0.114 and x₂ = 0.280. At n = 12, s = 0.050, x₀ = 0.0634 and x₂ = 0.373. Each parent is then within 1.5% of its final fraction.

**Exact solution: the vapour**

Let Pₖ be the vapour pressure of pure HfA₄₋ₖBₖ. The assumption of a constant factor r per ligand reads

Pₖ = P₀rᵏ, r = (P₄/P₀)^(1/4) = 0.1^(1/4) = 0.562,

so the five pressures are 1, 0.562, 0.316, 0.178 and 0.1 Torr. In an ideal liquid each species contributes xₖPₖ (Raoult's law). With the binomial theorem the total is

P = (P₀/16) Σₖ C(4, k)rᵏ = P₀[(1 + r)/2]⁴ = 0.372 Torr.

Before any exchange, the same vessel has P = (P₀ + P₄)/2 = 0.55 Torr. Redistribution at fixed temperature and fixed ligand stock thus lowers the pressure by 32%. Under the constant-factor rule, the sign does not depend on the values chosen for the two parent pressures. With a = P₀^(1/4) and b = P₄^(1/4), the two pressures are [(a + b)/2]⁴ and (a⁴ + b⁴)/2. The fourth power is a convex function, so the first is smaller whenever a ≠ b. The rule itself does matter: if Pₖ fell linearly with k, the pressure would stay at 0.55 Torr.

The mole fractions in the vapour are

yₖ = xₖPₖ/P = C(4, k)rᵏ/(1 + r)⁴,

or 0.168, 0.378, 0.318, 0.119 and 0.017. This is again a binomial distribution, now with the B fraction r/(1 + r) = 0.36 in place of 0.5. The most abundant species in the vapour is HfA₃B, whereas in the liquid it is HfA₂B₂. Since the vapour carries away more A than B, the remaining liquid grows richer in B as the vessel is used, and its composition leaves the symmetric ratio.

**Comparison**

The Gaussian estimate has the right shape. It puts x₂ about 6% too high and each parent about 14% too low, relative to the exact fractions. The ratio x₂/x₀ is 6, while the Gaussian gives e² = 7.4: four sites are too few for its tails to be accurate.

The scale of four swaps is right as a scale but not as a stopping point. At n = 4 each parent is still 83% above its final fraction. The leading relative excess is 6s² = 6 exp(−n/2). It decays twice as fast as the site memory s, but it starts from the large prefactor 6, so that at n = 4 it is still of order one.

The pressure estimate of 0.316 Torr is 15% below the exact 0.372 Torr, because it ignores the spread in k. Expanding r^(k−2) = exp[(k − 2) ln r] to second order and averaging over the liquid, the linear term vanishes and the variance of 1 gives

P ≈ P₂[1 + ½(ln r)²] = 0.316 × 1.166 = 0.369 Torr,

which recovers most of the difference.

**When the ratio changes**

Equal moles are not equal masses. The molar masses are 354.80 and 467.01 g/mol, so the vessel needs 35.48 g of HfA₄ and 46.70 g of HfB₄. With equal masses instead, the B fraction is

p = (1/467.01)/(1/354.80 + 1/467.01) = 0.432.

Each B site now has probability p and each A site 1 − p, so xₖ = C(4, k)pᵏ(1 − p)⁴⁻ᵏ. The fractions become 0.104, 0.317, 0.361, 0.183 and 0.035, with three times as many moles of HfA₄ as of HfB₄.

An energy preference also changes the ratio. Let each unlike pair of ligands on one molecule cost an energy e. There are k(4 − k) such pairs: 0, 3, 4, 3, 0. The free energy per molecule, in units of the thermal energy k_BT and up to a constant, is

Σₖ xₖ{ln[xₖ/C(4, k)] + e k(4 − k)/(k_BT)}.

Setting its derivative to zero at fixed Σxₖ = 1 and Σkxₖ = 2, with Lagrange multipliers for the two constraints, gives

xₖ ∝ C(4, k)λᵏ exp[−e k(4 − k)/(k_BT)].

For λ = 1 this is symmetric under k → 4 − k, so the mean of k is 2 as required. At 350 K, k_BT = 30.16 meV. An assumed e = 5 meV gives the weights 1, 2.43, 3.09, 2.43, 1 and the fractions 0.100, 0.244, 0.310, 0.244, 0.100. With e = −5 meV they are 0.037, 0.245, 0.435, 0.245, 0.037. A cost of one sixth of k_BT per pair thus raises each parent fraction by 61%, since three or four pairs act together in each mixed molecule and none in the parents.

**The real vessel**

The temperature and the two vapour pressures are round values chosen for illustration, not measured data for these precursors. The interpolation of Pₖ and the 5 meV are model assumptions, not measured or computed properties. Counting fixes the end point of the exchange but not its rate in seconds, so it cannot say whether a stored mixture has reached that point. Between no exchange and complete exchange, the model pressure runs from 0.55 to 0.37 Torr. If exchange goes on during use, the dose drifts for this reason. Under these assumptions, filling the vessel with an already equilibrated mixture removes this initial fall in pressure. The drift caused by drawing vapour remains. It includes a further effect of exchange, because evaporation moves the liquid away from the random distribution for its current ligand stock. Decomposition and association of molecules into dimers are left out, and their effect is not estimated here.
